\section*{How multipole moments and quadrupole polarizabilities change with the expansion centre, part 2}

How do molecular multipole moments and polarizabilities change when the expansion centre moves from $O$ to $O'=O+\mathbf S$, and when does a permanent moment stay unchanged? Hartree atomic units are used, the nuclei are clamped, and repeated Cartesian indices are summed. Positions $\mathbf r$ are measured from $O$, primes refer to $O'$, and $\sum e$ runs over electrons and nuclei. The moments are $q=\sum e$, $\mu_a=\sum e\,r_a$ and $\Theta_{ab}=\tfrac12\sum e\,(3r_ar_b-r^2\delta_{ab})$, as operators or ground-state expectation values.

With $|0\rangle$ the ground state and $|n\rangle$ the excited states of $H_0$, the response of $\langle Q\rangle$ for $H=H_0-\lambda P$ is
\begin{equation}
\chi(P,Q)=\frac{d\langle Q\rangle}{d\lambda}\bigg|_{\lambda=0}.
\label{eq:resp}
\end{equation}
The polarizabilities are $\alpha_{ab}=\chi(\mu_a,\mu_b)$, $A_{a,bc}=\chi(\mu_a,\Theta_{bc})$ and $C_{ab,cd}=\tfrac13\chi(\Theta_{ab},\Theta_{cd})$; $\alpha$ is positive definite for the exact ground state. The shift laws are $\alpha'_{ab}=\alpha_{ab}$ and
\begin{equation}
T_{ab,c}=\tfrac32(S_a\delta_{bc}+S_b\delta_{ac})-\delta_{ab}S_c ,
\label{eq:T}
\end{equation}
\begin{equation}
\Theta'_{ab}=\Theta_{ab}-T_{ab,c}\,\mu_c+\tfrac12q\,(3S_aS_b-S^2\delta_{ab}).
\label{eq:Theta}
\end{equation}
\begin{equation}
A'_{a,bc}=\chi(\mu_a,\ \Theta_{bc}-T_{bc,d}\mu_d)=A_{a,bc}-T_{bc,d}\,\alpha_{ad},
\label{eq:A}
\end{equation}
\begin{equation}
C'_{ab,cd}=C_{ab,cd}-\tfrac13\left(T_{ab,e}A_{e,cd}+T_{cd,e}A_{e,ab}\right)
+\tfrac13T_{ab,e}T_{cd,f}\,\alpha_{ef}.
\label{eq:C}
\end{equation}
With $v_c=A_{a,ac}$, the matrix $M=\tfrac12\alpha+\tfrac32(\operatorname{tr}\alpha)\,\mathbf 1$ and $\mathbf S^*=M^{-1}\mathbf v$,
\begin{equation}
C'_{ab,ab}=C_{ab,ab}-\mathbf S^*\!\cdot\mathbf v+(\mathbf S-\mathbf S^*)M(\mathbf S-\mathbf S^*).
\label{eq:trC}
\end{equation}
The trace of $C$ is smallest at the special centre $O+\mathbf S^*$, where $\mathbf v$ vanishes.

A program checks the results numerically. Its examples include water and a deliberately distorted H$_3$O$^+$ ion (RHF/6-31G*, five spherical d functions on oxygen). In its output, $W_1$ and $W_2$ are the first- and second-order energies in one fixed quadratic potential, and $s$ is the shift along $z$ from the nucleus of the hydrogen atom.

For permanent moments of arbitrary rank the Cartesian tensors become clumsy, and a generating function does the work. The degree-$l$ term in the Taylor series of an external potential is a homogeneous polynomial of degree $l$ that satisfies Laplace's equation, because the Laplacian lowers the degree by two and cannot mix terms of different degree. The traceless moment of rank $l$ is the set of sums $\sum e\,h(\mathbf r)$ over all such harmonic polynomials $h$; it is all that an external potential can couple to at that order. These polynomials form a space of dimension $2l+1$. To see this, write $h=\sum_jz^jh_j(x,y)$ with $h_j$ homogeneous of degree $l-j$. Laplace's equation reads $(j+2)(j+1)h_{j+2}=-(\partial_x^2+\partial_y^2)h_j$, so $h_0$, with $l+1$ coefficients, and $h_1$, with $l$ coefficients, are free and determine the rest.

A basis is generated by the complex vector
\begin{equation}
\mathbf n(t)=\left(\tfrac12(1-t^2),\ -\tfrac i2(1+t^2),\ t\right),
\qquad \mathbf n\cdot\mathbf n=\tfrac14\left[(1-t^2)^2-(1+t^2)^2\right]+t^2=0,
\end{equation}
where the dot product involves no complex conjugation. Since $\nabla^2(\mathbf n\cdot\mathbf r)^l=l(l-1)(\mathbf n\cdot\mathbf n)(\mathbf n\cdot\mathbf r)^{l-2}=0$ for every $t$, the coefficient of each power of $t$ in $(\mathbf n\cdot\mathbf r)^l$ is harmonic. Ordered by powers of $t$,
\begin{equation}
\mathbf n\cdot\mathbf r=\tfrac12(x-iy)+tz-\tfrac12t^2(x+iy),
\label{eq:nr}
\end{equation}
and the multinomial theorem gives
\begin{equation}
\frac{(\mathbf n\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^{l}t^{l+m}p_{lm}(\mathbf r),\qquad
p_{lm}=\sum_{i,j,k}\frac{\left[-\tfrac12(x+iy)\right]^{i}z^{j}\left[\tfrac12(x-iy)\right]^{k}}{i!\,j!\,k!},
\label{eq:gen}
\end{equation}
where the exponents (here $i$ as an exponent is an integer) satisfy $i+j+k=l$ and $2i+j=l+m$, hence $i-k=m$. Every term of $p_{lm}$ depends on the azimuth $\varphi$ as $e^{im\varphi}$. For $m\geq0$ the term with $k=0$ is the only one containing $z^{l-m}$, so $p_{lm}$ is not zero, and exchanging $i$ with $k$ shows $p_{l,-m}=(-1)^mp_{lm}^*$. Functions with different $m$ are linearly independent, so the $2l+1$ polynomials $p_{lm}$ are a basis of the harmonic space.

They are the regular solid harmonics up to a factor. For $m\geq0$ let $R_{lm}=(-1)^m\sqrt{(l-m)!/(l+m)!}\;r^l\sin^m\!\theta\,e^{im\varphi}P_l^{(m)}(\cos\theta)$, with $P_l^{(m)}$ the $m$th derivative, which is $\sqrt{4\pi/(2l+1)}\,r^lY_{lm}$ with the Condon--Shortley phase, and let $R_{l,-m}=(-1)^mR_{lm}^*$. A harmonic polynomial of degree $l$ with azimuthal factor $e^{im\varphi}$ must be a multiple of $p_{lm}$, and the multiple follows from the behaviour near the $z$ axis. Rodrigues' formula with the Leibniz rule applied to $(c-1)^l(c+1)^l$, where exactly $l$ of the $l+m$ derivatives must act on $(c-1)^l$ to survive at $c=1$, gives $P_l^{(m)}(1)=(l+m)!/[2^mm!\,(l-m)!]$. Then $R_{lm}\to(-1)^m\sqrt{(l+m)!/(l-m)!}\,(x+iy)^mz^{l-m}/(2^mm!)$, while the $k=0$ term of $p_{lm}$ is $(-1)^m(x+iy)^mz^{l-m}/[2^mm!\,(l-m)!]$. The ratio is
\begin{equation}
R_{lm}=\sqrt{(l+m)!\,(l-m)!}\;p_{lm},
\label{eq:R}
\end{equation}
which the program tests against associated Legendre functions for $l=1$ to 5.

Define the spherical moments $Q_{lm}=\sum e\,R_{lm}(\mathbf r)$, as expectation values, and the polynomial
\begin{equation}
M_l(t)=\sum e\,\frac{(\mathbf n\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^l\frac{t^{l+m}\,Q_{lm}}{\sqrt{(l+m)!\,(l-m)!}} .
\end{equation}
The scalar polynomials $M_l(t)$ are unrelated to the matrix $M$ above. The whole traceless moment of rank $l$ vanishes exactly when $M_l(t)$ is the zero polynomial, and it is unchanged exactly when $M_l(t)$ is unchanged. The lowest cases are $M_0=q$, $M_1=\mathbf n\cdot\boldsymbol\mu$ and, because $n_an_b\delta_{ab}=0$ makes $n_an_b\Theta_{ab}=\tfrac32\sum e\,(\mathbf n\cdot\mathbf r)^2$, $M_2=\tfrac13n_an_b\Theta_{ab}$. Under the shift $\mathbf n\cdot\mathbf r'=\mathbf n\cdot\mathbf r-\mathbf n\cdot\mathbf S$, and the binomial theorem divided by $l!$ gives
\begin{equation}
M'_l(t)=\sum_{k=0}^{l}M_k(t)\,\frac{(-\mathbf n\cdot\mathbf S)^{l-k}}{(l-k)!}.
\label{eq:shift}
\end{equation}
For $l=2$ this reads $\tfrac13n_an_b\Theta'_{ab}=\tfrac13n_an_b\Theta_{ab}-(\mathbf n\cdot\boldsymbol\mu)(\mathbf n\cdot\mathbf S)+\tfrac12q(\mathbf n\cdot\mathbf S)^2$, which is \eqref{eq:Theta} contracted with $\tfrac13n_an_b$, since $n_an_bT_{ab,c}\mu_c=3(\mathbf n\cdot\mathbf S)(\mathbf n\cdot\boldsymbol\mu)$. The component form follows by expanding the last factor of \eqref{eq:shift} with \eqref{eq:gen} and taking the coefficient of $t^{l+m}$. A term $t^{k+m_1}$ of $M_k$ pairs with $t^{(l-k)+(m-m_1)}$, and the square roots of \eqref{eq:R} combine into binomial coefficients:
\begin{equation}
Q'_{lm}=\sum_{k=0}^l\sum_{m_1}\sqrt{\binom{l+m}{k+m_1}\binom{l-m}{k-m_1}}\;Q_{km_1}\,R_{l-k,\,m-m_1}(-\mathbf S),
\label{eq:comp}
\end{equation}
with $|m_1|\leq k$ and $|m-m_1|\leq l-k$. The program tests \eqref{eq:comp} against direct sums over random point charges up to $l=5$.

The statement that only the lowest nonvanishing moment is independent of the origin now takes a precise form: the traceless moment of rank $l$, taken as a whole, is unchanged by all shifts if and only if every traceless moment of rank below $l$ vanishes. Sufficiency is read off from \eqref{eq:shift}: if $M_k=0$ for all $k<l$, only the term $k=l$ remains and $M'_l=M_l$. The condition does not depend on where it is checked, because \eqref{eq:shift} applied to each lower rank shows that these ranks vanish about $O'$ as well. For necessity, suppose $M'_l=M_l$ for all shifts $\mathbf S=s\mathbf u$ along one real direction $\mathbf u\neq0$. Then for every fixed $t$
\begin{equation}
M'_l-M_l=\sum_{k=0}^{l-1}s^{\,l-k}\,\frac{(-1)^{l-k}}{(l-k)!}\,M_k(t)\,(\mathbf n\cdot\mathbf u)^{l-k}
\label{eq:poly}
\end{equation}
is a polynomial in $s$ that vanishes identically, so each coefficient vanishes: $M_k(t)\,(\mathbf n\cdot\mathbf u)^{l-k}=0$ for all $t$ and all $k<l$. By \eqref{eq:nr}, $\mathbf n\cdot\mathbf u=\tfrac12(u_x-iu_y)+u_zt-\tfrac12(u_x+iu_y)t^2$ is not the zero polynomial for real $\mathbf u\neq0$, and it has at most two roots. At all other $t$ the factor $M_k(t)$ must vanish, and a polynomial with infinitely many roots is zero. Hence all $Q_{km}$ with $k<l$ vanish. If $L$ is the lowest rank with a nonzero moment, rank $L$ is invariant, and no rank $l>L$ is, since its invariance would force $M_L=0$.

The proof uses less than invariance under all shifts. The polynomial \eqref{eq:poly} has degree at most $l$ in $s$ and the root $s=0$; if it vanishes at $l$ further distinct values it has $l+1$ roots and is identically zero. Invariance at $l$ distinct points of one line, besides the starting point, therefore suffices. This form can be tested by linear algebra. For charges on 60 random sites, the map from charges to all moments below rank $l$ has rank $\sum_{k<l}(2k+1)=l^2$. The map from charges to the changes of $Q_{lm}$ at $l$ points of a line, computed directly from shifted coordinates, must have the same null space, so the two matrices and their stack must all have rank $l^2$. The program asserts this and finds 1, 4, 9 and 16 for $l=1$ to 4. For charge sets taken from the null space, the largest change of a $Q_{lm}$ under the test shift is $2\times10^{-14}$ a.u.\ or less, which is rounding noise, while rank $l+1$ changes by 9.9 to 18.7 a.u.

Read loosely, the phrase about the lowest nonvanishing moment fails in several ways, each visible in the equations. Ranks below $L$ are zero about every centre and so are invariant too, trivially, and a neutral spherical atom has no nonvanishing rank at all. Single components of a higher rank can be invariant. The functions $R_{l-k,m-m_1}(-\mathbf S)$ in \eqref{eq:comp} are linearly independent and their coefficients are nonzero, so $Q_{lm}$ alone is invariant under all shifts if and only if $Q_{km_1}=0$ for those $k<l$ and $m_1$ with $|m-m_1|\leq l-k$. For $l=2$, $m=2$ these are $q$ and $Q_{11}\propto\mu_x+i\mu_y$. A neutral molecule with its dipole along $z$ therefore has an invariant $Q_{22}\propto\sum e\,(x+iy)^2=\tfrac23(\Theta_{xx}-\Theta_{yy}+2i\Theta_{xy})$, even though $\Theta_{zz}$ moves.

An isolated shift can also leave a higher rank unchanged. From \eqref{eq:shift}, $M'_2-M_2=(\mathbf n\cdot\mathbf S)\,\mathbf n\cdot(\tfrac12q\mathbf S-\boldsymbol\mu)$. This product of polynomials vanishes only if a factor does, that is for $\mathbf S=0$ or $\tfrac12q\mathbf S=\boldsymbol\mu$. A neutral polar molecule thus changes its $\Theta$ under every shift, while an ion with $\boldsymbol\mu\neq0$ has exactly one exceptional shift, $\mathbf S=2\boldsymbol\mu/q$. The dipole of the ion vanishes at the centre of charge $O+\boldsymbol\mu/q$, about that point \eqref{eq:Theta} is even in the displacement, and $O+2\boldsymbol\mu/q$ is the mirror image of $O$ through it. For the distorted H$_3$O$^+$ ion, $\boldsymbol\mu=(-0.0001,\,0.1930,\,0.8244)$ $e\,$bohr about the oxygen nucleus. Integrals recomputed at $\mathbf S=2\boldsymbol\mu/q$ change $\Theta$ by $10^{-14}$ $e\,$bohr$^2$ in its most affected component. At $\mathbf S=\boldsymbol\mu/q$ with $q=1$, \eqref{eq:Theta} gives the change $-(3\mu_a\mu_b-\mu^2\delta_{ab})+\tfrac12(3\mu_a\mu_b-\mu^2\delta_{ab})$, whose $zz$ component is $-(\mu_z^2-\tfrac12\mu_x^2-\tfrac12\mu_y^2)=-(0.8244^2-\tfrac12\,0.1930^2)=-0.6610$ $e\,$bohr$^2$, in magnitude the largest change the program finds. These digits belong to the 6-31G* basis; with aug-cc-pVDZ, $\mu_z$ is $0.748$ $e\,$bohr and the change is $-0.544$ $e\,$bohr$^2$, while $\Theta$ is again unchanged at $\mathbf S=2\boldsymbol\mu/q$.

The theorem concerns traceless moments, and its condition must be read in those terms. The quantity $\sum e\,r^2$ is not among the $Q_{km}$, so it may be nonzero without disturbing the octupole. It does disturb the primitive third moment. When $q$, $\boldsymbol\mu$ and $\Theta$ vanish, $\sum e\,(z-S_z)^3-\sum e\,z^3=-3S_z\sum e\,z^2$, and $\Theta_{zz}=0$ means $\sum e\,z^2=\tfrac13\sum e\,r^2$, so the change is $-S_z\sum e\,r^2$. The charge set used for $l=3$ has $\sum e\,r^2=2.575$ $e\,$bohr$^2$, and with $S_z=0.7$ bohr its $\sum e\,z^3$ changes by $-0.7\times2.575=-1.80$ $e\,$bohr$^3$ while its octupole stays fixed. Primitive moments obey their own version of the theorem: replacing $\mathbf n(t)$ by an arbitrary real vector $\mathbf w$ makes $\sum e\,(\mathbf w\cdot\mathbf r)^l$ generate the primitive tensor, the same proof applies to polynomials in the components of $\mathbf w$, and the condition becomes the vanishing of all lower primitive moments, traces included.

Equation \eqref{eq:shift} also holds for transition moments $\langle0|\cdot|n\rangle$, and this ties the polarizabilities to the theorem. The rank-zero transition moment is $q\langle0|n\rangle=0$ for any total charge, so transition dipoles are invariant, and with them $\alpha$. By the positivity of $\alpha$, some transition dipoles are nonzero. The transition quadrupoles to those states move with the centre, and with them $A$ and $C$; where the transition dipole vanishes, the transition quadrupole stays fixed.

The conversion is now carried out for water at the RHF/aug-cc-pVDZ level, at a near-equilibrium input geometry with an OH distance of 1.81 bohr and an angle of $104.5^\circ$. The oxygen nucleus is at $O$, the molecule lies in the $xz$ plane with $z$ as the twofold axis, the protons are at $(\pm1.43115,\,0,\,1.10811)$ bohr, and the energy is $-76.041393$ hartree. Four decimals are kept below in order to compare the law with a direct calculation within this model. They say nothing about real water to that precision, since electron correlation, the incompleteness of the basis and nuclear motion are left out; the size of the basis effect is given below, and the other two are not assessed here. About $O$, with polarizabilities from the coupled-perturbed Hartree--Fock equations and everything in atomic units,
\begin{align}
&\mu_z=0.78659,\qquad \Theta_{xx}=1.79535,\quad\Theta_{yy}=-1.89881,\quad\Theta_{zz}=0.10346,\nonumber\\
&\alpha_{xx}=9.0442,\quad\alpha_{yy}=7.3253,\quad\alpha_{zz}=8.0560,\nonumber\\
&A_{z,zz}=3.7473,\quad A_{x,xz}=8.5567,\quad A_{y,yz}=2.9113,\nonumber\\
&C_{zz,zz}=8.4889,\quad C_{xz,xz}=10.7511 .\nonumber
\end{align}
The two mirror planes make $\alpha$ diagonal and put $\boldsymbol\mu$ along $z$. The new centre is the centre of nuclear charge, on the $z$ axis at $S=2\times1.10811/10=0.22162$ bohr, the total nuclear charge being 10. For a shift along $z$, \eqref{eq:T} gives $T_{zz,e}=2S\delta_{ez}$ and $T_{xz,e}=\tfrac32S\delta_{ex}$. With $q=0$,
\begin{align}
\Theta'_{zz}&=\Theta_{zz}-2S\mu_z=0.1035-2(0.22162)(0.78659)=0.1035-0.3487=-0.2452,\\
A'_{z,zz}&=A_{z,zz}-2S\alpha_{zz}=3.7473-2(0.22162)(8.0560)=3.7473-3.5708=0.1765,\\
A'_{x,xz}&=A_{x,xz}-\tfrac32S\alpha_{xx}=8.5567-\tfrac32(0.22162)(9.0442)=8.5567-3.0066=5.5501 .
\end{align}
For $C_{zz,zz}$ the two cross terms of \eqref{eq:C} add up to $-\tfrac13\cdot2\cdot2S\,A_{z,zz}$ and the quadratic term is $\tfrac13(2S)^2\alpha_{zz}$; for $C_{xz,xz}$ they are $-\tfrac13\cdot2\cdot\tfrac32S\,A_{x,xz}$ and $\tfrac13(\tfrac32S)^2\alpha_{xx}$:
\begin{align}
C'_{zz,zz}&=C_{zz,zz}-\tfrac43SA_{z,zz}+\tfrac43S^2\alpha_{zz}=8.4889-1.1073+0.5276=7.9091,\\
C'_{xz,xz}&=C_{xz,xz}-SA_{x,xz}+\tfrac34S^2\alpha_{xx}=10.7511-1.8964+0.3332=9.1879 .
\end{align}
The products and sums were formed with unrounded values, so the last digit can differ by one from what the rounded entries give. The direct values come from integrals taken about the new centre, as an expectation value for $\Theta'_{zz}$ and, for $A'$ and $C'$, as finite-field derivatives \eqref{eq:resp} of self-consistent solutions perturbed by $\Theta'_{zz}$ and $\Theta'_{xz}$. All five agree with the law in the four decimals shown. In SI units $\Theta'_{zz}=-1.10\times10^{-40}$ C\,m$^2$, $A'_{z,zz}=1.54\times10^{-52}$ C$^2$\,m$^3$\,J$^{-1}$ and $C'_{zz,zz}=3.65\times10^{-61}$ C$^2$\,m$^4$\,J$^{-1}$. These values are far from the Hartree--Fock basis limit. With aug-cc-pVTZ at the same geometry, $\Theta'_{zz}$ becomes $-0.255$, $A'_{z,zz}$ doubles to $0.35$, $A'_{x,xz}$ falls to $5.08$, and $C'_{zz,zz}$ and $C'_{xz,xz}$ rise to $10.8$ and $10.3$ a.u.; one further diffuse d and one diffuse f shell on oxygen (exponents 0.071 and 0.175) move $A'_{z,zz}$ to $0.24$ and $C'_{zz,zz}$ to $11.7$. In both larger bases $\Theta_{zz}$ about the oxygen nucleus is $0.091$, so it keeps the opposite sign to $\Theta'_{zz}$.

A move of 0.22 bohr reverses the sign of $\Theta_{zz}$, so not even the sign of this component can be reported without the centre. The small value of $A'_{z,zz}$ is the difference of two numbers near 3.6 and 3.7. The conversion is exact, but where such a near-cancellation occurs it magnifies relative errors: a change of one per cent in $\alpha_{zz}$ alone would alter $A'_{z,zz}$ by about a fifth of its value, so $A$ and $\alpha$ used in a conversion must come from the same calculation.

For the general shift $\mathbf S=(0.4,-0.3,0.7)$ bohr, which respects no symmetry, $\Theta_{xx}-\Theta_{yy}$ is 3.69415 $e\,$bohr$^2$ about both centres, as the rule for $Q_{22}$ requires, while $\Theta'_{zz}=0.10346-2(0.7)(0.78659)=-0.9978$ $e\,$bohr$^2$. For the same shift the program compares every component of $\alpha'$, $A'$ and $C'$ from the laws with finite-field values at the new centre. The largest deviation, relative to the largest component of the tensor concerned, is $1\times10^{-7}$ for water and $5\times10^{-8}$ for the ion, against an asserted tolerance of $10^{-4}$, while $A$ and $C$ themselves are asserted to change by more than a tenth on the same scale. The ion confirms that no term in $q$ enters the polarizability laws.

The special centre of water lies on the twofold axis by symmetry. With the values about the oxygen nucleus, $v_z=A_{x,xz}+A_{y,yz}+A_{z,zz}=8.5567+2.9113+3.7473=15.2153$ and $M_{zz}=\tfrac12(8.0560)+\tfrac32(9.0442+7.3253+8.0560)=40.666$, so $S^*_z=15.2153/40.666=0.37415$ bohr. By \eqref{eq:trC} the trace of $C$ falls from 75.423 at the oxygen nucleus to $75.423-(0.37415)(15.2153)=69.730$ a.u.\ at this point. It is not the point where $A_{z,zz}$ vanishes: that component falls at the rate $2\alpha_{zz}$ per bohr and has only 0.1765 left at the centre of nuclear charge, so it crosses zero about a hundredth of a bohr beyond it and is negative at $O+\mathbf S^*$, where it balances the sum $A'_{x,xz}+A'_{y,yz}$ taken about that same point. These positions and traces depend on the basis: with aug-cc-pVTZ, $S^*_z=0.365$ bohr, the trace falls from 91.8 to 86.2 a.u., and the zero of $A_{z,zz}$ lies about 0.02 bohr beyond the centre of nuclear charge, still well short of $O+\mathbf S^*$.

\section*{Calculated quantities}
\begin{verbatim}
point charges: 60 sites; test shift S = (0.4, -0.3, 0.7) bohr
l=1 ranks(lower,change,both)=(1, 1, 1) max|dQ_l|=2e-15 max|dQ_l+1|=9.871 a.u.
l=2 ranks(lower,change,both)=(4, 4, 4) max|dQ_l|=4e-15 max|dQ_l+1|=11.299 a.u.
l=3 ranks(lower,change,both)=(9, 9, 9) max|dQ_l|=8e-15 max|dQ_l+1|=18.748 a.u.
  l=3: sum e r^2 = 2.5751 e bohr^2, change of sum e z^3 = -1.8025 e bohr^3
l=4 ranks(lower,change,both)=(16, 16, 16) max|dQ_l|=2e-14 max|dQ_l+1|=14.565 a.u.
H atom, shift s along z: alpha = 9/2, A_z,zz = -9*s, C_zz,zz = 6*s**2 + 5 a.u.
H3O+ general shift, rel. dev. law vs finite field: alpha 3e-08 A 5e-08 C 4e-08
H3O+ fixed potential: W1 = -0.178836, W2 = -1.00540 hartree (SCF); new origin -0.178836, -1.00540
H3O+ mu = (-0.0001, 0.1930, 0.8244) e bohr at O nucleus
H3O+ max|dTheta|: S=2mu/q 1e-14, S=mu/q 0.6610 e bohr^2
H2O general shift, rel. dev. law vs finite field: alpha 3e-08 A 1e-07 C 8e-08
H2O fixed potential: W1 = -0.627655, W2 = -1.77367 hartree (SCF); new origin -0.627655, -1.77367
H2O RHF/aug-cc-pVDZ: r(OH) = 1.81 bohr, angle = 104.5 deg
H at (+-1.43115, 0, 1.10811) bohr; E = -76.041393 hartree
Theta_xx-Theta_yy: at O 3.69415, general shift 3.69415 e bohr^2
Theta_zz at general shift = -0.99776 e bohr^2
at O: mu_z = 0.78659 e bohr
at O: Theta xx, yy, zz = 1.79535 -1.89881 0.10346 e bohr^2
alpha xx, yy, zz = 9.0442 7.3253 8.0560 a.u.
at O: A_z,zz = 3.7473 A_x,xz = 8.5567 A_y,yz = 2.9113 a.u.
at O: C_zz,zz = 8.4889 C_xz,xz = 10.7511 a.u.
shift to centre of nuclear charge: S_z = 0.22162 bohr
quantity: old + linear + quadratic = law | direct (a.u.)
Theta_zz: 0.1035 -0.3487 +0.0000 = -0.2452 | -0.2452
A_z,zz: 3.7473 -3.5708 +0.0000 = 0.1765 | 0.1765
A_x,xz: 8.5567 -3.0066 +0.0000 = 5.5501 | 5.5501
C_zz,zz: 8.4889 -1.1073 +0.5276 = 7.9091 | 7.9091
C_xz,xz: 10.7511 -1.8964 +0.3332 = 9.1879 | 9.1879
v_z = 15.2153 a.u., M_zz = 40.6662 a.u., S*_z = 0.37415 bohr
C_ab,ab: at O 75.4226, at S* 69.7297 a.u.
new Theta_zz = -1.1001e-40 C m^2
new A_z,zz = 1.5400e-52 C^2 m^3/J
new C_zz,zz = 3.6517e-61 C^2 m^4/J
\end{verbatim}
